# Ionic Forces in a Finite Electric Field with Plane Waves: verification in Python

```python
# RESULT UNDER TEST
# At a minimum of the electric enthalpy  F = E_KS - E*(sum Z_I R_I + d_el)
# in a plane-wave, norm-conserving calculation, the force on ion I is
#     f_I = -(dE_KS/dR_I at fixed plane-wave coefficients) + Z_I*E .
# E: field; Z_I, R_I: core charges and positions; d_el: Berry-phase dipole
# of the electrons per cell (electron charge -1, doubly filled bands).
# Model: 1D chain, soft-Coulomb interactions, local exchange -C*n^(4/3),
# separable nonlocal projectors. Hartree atomic units unless printed otherwise.
import numpy as np
from scipy import constants
from scipy.special import k0

CELL = 8.0
CORE = np.array([2.0, 1.0, 1.0])
POSITIONS = np.array([0.0, 3.2, 4.4])
STRENGTH = np.array([0.3, -0.2, 0.1])   # nonlocal projector strengths
WIDTH = 1.0                             # projector width
SOFT = 0.8                              # soft-Coulomb length
EXCHANGE = 0.3                          # exchange coefficient C
FIELD = 1.0e-3
BANDS = 2
GRID = 128
STEP = 0.01
RECIP = 2 * np.pi / CELL
x_grid = CELL * np.arange(GRID) / GRID
g_grid = RECIP * np.fft.fftfreq(GRID, 1.0 / GRID)
coulomb = np.zeros(GRID)
coulomb[1:] = 2 * k0(np.abs(g_grid[1:]) * SOFT)


def dagger(matrix):
    return np.conj(np.swapaxes(matrix, -1, -2))


def total_charge(n, pos):
    ions = np.exp(-1j * np.outer(g_grid, pos)) @ CORE
    return ions - CELL / GRID * np.fft.fft(n)


def projectors(q, pos):
    shape = np.exp(-0.5 * (q * WIDTH) ** 2) / np.sqrt(CELL)
    return shape[:, :, None] * np.exp(-1j * q[:, :, None] * pos)


class Chain:
    def __init__(self, nk, gmax):
        self.nk = nk
        self.g = RECIP * np.arange(-gmax, gmax + 1)
        self.k = RECIP * ((np.arange(nk) + 0.5) / nk - 0.5)
        self.q = self.k[:, None] + self.g
        size = len(self.g)
        self.diff = (np.arange(size)[:, None] - np.arange(size)) % GRID
        self.wave = np.exp(1j * np.outer(x_grid, self.g)) / np.sqrt(CELL)
        self.cutoff = 0.5 * ((gmax + 0.5) * RECIP) ** 2

    def density(self, u):
        return 2 / self.nk * np.sum(np.abs(self.wave @ u) ** 2, axis=(0, 2))

    def hamiltonian(self, q, n, pos):
        v = -GRID / CELL * np.fft.ifft(coulomb * total_charge(n, pos)).real
        v = v - 4 / 3 * EXCHANGE * np.cbrt(n)
        local = (np.fft.fft(v) / GRID)[self.diff]
        beta = projectors(q, pos)
        kinetic = 0.5 * q[:, :, None] ** 2 * np.eye(len(self.g))
        return kinetic + local + (beta * STRENGTH) @ dagger(beta)

    def energy(self, u, pos):
        n = self.density(u)
        kinetic = 2 / self.nk * np.sum(0.5 * self.q[:, :, None] ** 2
                                       * np.abs(u) ** 2)
        charge = total_charge(n, pos)
        electro = np.sum(coulomb * np.abs(charge) ** 2) / (2 * CELL)
        exchange = -EXCHANGE * CELL / GRID * np.sum(n ** (4 / 3))
        amp = dagger(projectors(self.q, pos)) @ u
        nonlocal_part = 2 / self.nk * np.sum(STRENGTH[:, None]
                                             * np.abs(amp) ** 2)
        return kinetic + electro + exchange + nonlocal_part

    def neighbours(self, u):
        # Crossing the zone edge relabels plane waves by one reciprocal vector.
        after, before = np.roll(u, -1, axis=0), np.roll(u, 1, axis=0)
        after[-1] = 0
        after[-1, :-1] = u[0, 1:]
        before[0] = 0
        before[0, 1:] = u[-1, :-1]
        return after, before

    def electron_dipole(self, u, pos):
        after, _ = self.neighbours(u)
        product = np.prod(np.linalg.det(dagger(u) @ after))
        # The reference only selects the branch of the multivalued phase.
        ref = -np.pi * (CORE @ pos) / CELL
        phase = ref + np.angle(product * np.exp(-1j * ref))
        return CELL / np.pi * phase

    def dipole(self, u, pos):
        return CORE @ pos + self.electron_dipole(u, pos)

    def enthalpy(self, u, pos, field):
        return self.energy(u, pos) - field * self.dipole(u, pos)

    def field_operator(self, u, field):
        after, before = self.neighbours(u)
        dual = (after @ np.linalg.inv(dagger(u) @ after)
                - before @ np.linalg.inv(dagger(u) @ before))
        half = 1j * field * CELL * self.nk / (4 * np.pi) * dual @ dagger(u)
        return half + dagger(half)

    def minimise(self, pos, field, start=None, basis=None):
        if start is None:
            u, n = None, np.full(GRID, 2 * BANDS / CELL)
        else:
            u, n = start
        for _ in range(600):
            w = 0.0
            if u is not None:
                w = self.field_operator(u, field)
                n_out = self.density(u)
                grad = (self.hamiltonian(self.q, n_out, pos) + w) @ u
                grad = grad - u @ (dagger(u) @ grad)
                if basis is not None:
                    grad = dagger(basis) @ grad
                if np.max(np.abs(grad)) < 1e-10:
                    return u, n_out
                n = n + 0.6 * (n_out - n)
            h = self.hamiltonian(self.q, n, pos) + w
            if basis is None:
                u = np.linalg.eigh(h)[1][:, :, :BANDS]
            else:
                small = dagger(basis) @ h @ basis
                u = basis @ np.linalg.eigh(small)[1][:, :, :BANDS]
        raise AssertionError("enthalpy minimisation did not converge")

    def zero_field_expression(self, u, pos):
        # Minus the explicit derivative of E_KS at fixed coefficients.
        charge = total_charge(self.density(u), pos)
        ion = CORE * np.exp(-1j * np.outer(g_grid, pos))
        electro = np.sum((coulomb * g_grid * np.conj(charge))[:, None]
                         * 1j * ion, axis=0).real / CELL
        bra = dagger(projectors(self.q, pos))
        amp = bra @ u
        slope = (1j * self.q[:, None, :] * bra) @ u
        pull = 4 / self.nk * STRENGTH * np.sum((np.conj(amp) * slope).real,
                                              axis=(0, 2))
        return electro - pull


def derivative(function, pos, ion):
    def at(multiple):
        moved = pos.copy()
        moved[ion] += multiple * STEP
        return function(moved)
    return (8 * (at(1) - at(-1)) - (at(2) - at(-2))) / (12 * STEP)


def minimum_slopes(chain, ion, start):
    # Re-minimises at each displaced geometry; returns dF/dR and d(dipole)/dR.
    def values(pos):
        u, _ = chain.minimise(pos, FIELD, start)
        return np.array([chain.enthalpy(u, pos, FIELD), chain.dipole(u, pos)])
    return derivative(values, POSITIONS, ion)


chain = Chain(8, 12)
rest = chain.minimise(POSITIONS, 0.0)
state = chain.minimise(POSITIONS, FIELD, rest)
u_field = state[0]
hf_rest = chain.zero_field_expression(rest[0], POSITIONS)
hf_field = chain.zero_field_expression(u_field, POSITIONS)
force = hf_field + CORE * FIELD

# The stationary point is a minimum with respect to orbital changes.
rng = np.random.default_rng(4)
f_min = chain.enthalpy(u_field, POSITIONS, FIELD)
least_rise = np.inf
for _ in range(6):
    noise = rng.normal(size=u_field.shape) + 1j * rng.normal(size=u_field.shape)
    noise = noise / (1 + chain.q[:, :, None] ** 2) ** 2
    for sign in (1, -1):
        trial = np.linalg.qr(u_field + sign * 1e-3 * noise)[0]
        rise = chain.enthalpy(trial, POSITIONS, FIELD) - f_min
        least_rise = min(least_rise, rise)
assert least_rise > 1e-10

# Force formula against slopes of the re-minimised enthalpy, all ions.
slopes = np.array([minimum_slopes(chain, i, state) for i in range(3)])
force_fd, born = -slopes[:, 0], slopes[:, 1]
assert np.max(np.abs(force_fd - force)) < 3e-7
# Using the Born charge instead of the core charge must fail visibly.
wrong = hf_field + born * FIELD
assert np.min(np.abs(force_fd - wrong)) > 1e-4

# Translation: only the bare ionic term restores zero total force.
assert abs(np.sum(hf_field) + FIELD * np.sum(CORE)) < 1e-7
assert abs(np.sum(born)) < 1e-5

# Change of force with field equals change of dipole with position.
d_field = 1e-4
side = []
for sign in (1, -1):
    value = FIELD + sign * d_field
    u_side, _ = chain.minimise(POSITIONS, value, state)
    side.append(chain.zero_field_expression(u_side, POSITIONS) + CORE * value)
force_rate = (side[0] - side[1]) / (2 * d_field)
assert np.max(np.abs(force_rate - born)) < 1e-4

# A poor plane-wave cutoff changes the force but not the identity.
coarse = Chain(8, 4)
coarse_state = coarse.minimise(POSITIONS, FIELD)
coarse_force = (coarse.zero_field_expression(coarse_state[0], POSITIONS)
                + CORE * FIELD)
coarse_fd = -minimum_slopes(coarse, 1, coarse_state)[0]
assert abs(coarse_fd - coarse_force[1]) < 3e-7

# Convergence of the forces with cutoff and k mesh.
shifts = []
for other in (Chain(8, 16), Chain(16, 12)):
    u_other, _ = other.minimise(POSITIONS, FIELD)
    f_other = other.zero_field_expression(u_other, POSITIONS) + CORE * FIELD
    shifts.append(np.max(np.abs(f_other - force)))


# Counterexample: orthonormalised Gaussians that move with the ions.
def moving_basis(pos):
    columns = [np.exp(-chain.q ** 2 / (4 * alpha) - 1j * chain.q * centre)
               for centre in pos for alpha in (0.4, 1.5)]
    raw = np.stack(columns, axis=2)
    val, vec = np.linalg.eigh(dagger(raw) @ raw)
    return raw @ (vec / np.sqrt(val)[:, None, :]) @ dagger(vec)


basis0 = moving_basis(POSITIONS)
local_state = chain.minimise(POSITIONS, FIELD, basis=basis0)
coefficients = dagger(basis0) @ local_state[0]


def frozen_values(pos):
    u = moving_basis(pos) @ coefficients
    return np.array([chain.energy(u, pos), chain.electron_dipole(u, pos)])


def relaxed_enthalpy(pos):
    u, _ = chain.minimise(pos, FIELD, local_state, moving_basis(pos))
    return chain.enthalpy(u, pos, FIELD)


frozen_energy, frozen_dipole = derivative(frozen_values, POSITIONS, 1)
local_fd = -derivative(relaxed_enthalpy, POSITIONS, 1)
without_berry = -frozen_energy + CORE[1] * FIELD
with_berry = without_berry + FIELD * frozen_dipole
assert abs(local_fd - with_berry) < 2e-6
assert abs(local_fd - without_berry) > 5e-5

# Gap, mesh limit and two-band tunnelling estimate.
def direct_gap(k):
    q = np.atleast_1d(k)[:, None] + chain.g
    levels = np.linalg.eigvalsh(chain.hamiltonian(q, rest[1], POSITIONS))
    return levels[:, BANDS] - levels[:, BANDS - 1], levels


k_fine = np.linspace(0, RECIP / 2, 81)
gaps, levels = direct_gap(k_fine)
gap = np.min(levels[:, BANDS]) - np.max(levels[:, BANDS - 1])
k_min = k_fine[np.argmin(gaps)]
near = direct_gap(k_min + np.array([-0.005, 0.0, 0.005]))[0]
curvature = (near[0] - 2 * near[1] + near[2]) / 0.005 ** 2
assert gap > 0 and curvature > 0
drop = FIELD * chain.nk * CELL
assert drop < gap
exponent = np.pi * near[1] ** 1.5 / (2 * FIELD * np.sqrt(curvature))

unit = constants.physical_constants
to_ev = unit["Hartree energy in eV"][0]
to_mvcm = unit["atomic unit of electric field"][0] * 1e-8
to_ev_ang = to_ev / (unit["Bohr radius"][0] * 1e10)
print(f"cell length {CELL:.1f} bohr; k points {chain.nk}; "
      f"plane waves per k {len(chain.g)}")
print(f"soft length {SOFT} bohr; projector width {WIDTH} bohr; "
      f"exchange C {EXCHANGE} a.u.")
print(f"plane-wave cutoff {chain.cutoff:.2f} Ha")
print(f"field {FIELD:.4f} a.u. = {FIELD * to_mvcm:.3f} MV/cm")
print(f"enthalpy at minimum {f_min:.8f} Ha")
print(f"smallest rise under random orbital changes {least_rise:.2e} Ha")
print(f"dipole per cell, zero field "
      f"{chain.dipole(rest[0], POSITIONS):.6f} e bohr")
print(f"dipole per cell, in field "
      f"{chain.dipole(u_field, POSITIONS):.6f} e bohr")
for i in range(3):
    print(f"ION {i + 1}: core charge {CORE[i]:.0f} e, "
          f"position {POSITIONS[i]:.1f} bohr, projector {STRENGTH[i]:.1f} a.u.")
    print(f"  zero-field force {hf_rest[i]:.8f} Ha/bohr")
    print(f"  same expression, field orbitals {hf_field[i]:.8f} Ha/bohr")
    print(f"  core charge times field {CORE[i] * FIELD:.8f} Ha/bohr")
    print(f"  force by formula {force[i]:.8f} Ha/bohr"
          f" = {force[i] * to_ev_ang:.5f} eV/angstrom")
    print(f"  minus slope of minimum {force_fd[i]:.8f} Ha/bohr")
    print(f"  Born charge from dipole {born[i]:.5f} e; "
          f"from force {force_rate[i]:.5f} e")
    print(f"  force if Born charge is used wrongly {wrong[i]:.8f} Ha/bohr")
print(f"largest formula-slope difference "
      f"{np.max(np.abs(force_fd - force)):.1e} Ha/bohr")
print(f"sum of forces without core term {np.sum(hf_field):.8f} Ha/bohr")
print(f"sum of forces with core term {np.sum(force):.1e} Ha/bohr")
print(f"coarse cutoff {coarse.cutoff:.2f} Ha")
print(f"coarse ion 2 force: formula {coarse_force[1]:.8f}, "
      f"slope {coarse_fd:.8f} Ha/bohr")
print(f"largest force shift, cutoff to {Chain(8, 16).cutoff:.2f} Ha: "
      f"{shifts[0]:.1e} Ha/bohr")
print(f"largest force shift, 8 to 16 k points: {shifts[1]:.1e} Ha/bohr")
print("MOVING GAUSSIAN BASIS, ION 2 (exponents 0.4 and 1.5 bohr^-2)")
print(f"  explicit dipole derivative {frozen_dipole:.5f} e")
print(f"  explicit Berry-phase force {FIELD * frozen_dipole:.8f} Ha/bohr")
print(f"  force without Berry term {without_berry:.8f} Ha/bohr")
print(f"  force with Berry term {with_berry:.8f} Ha/bohr")
print(f"  minus slope of minimum {local_fd:.8f} Ha/bohr")
print(f"band gap {gap:.5f} Ha = {gap * to_ev:.3f} eV")
print(f"field energy over mesh length {drop:.5f} Ha")
print(f"two-band tunnelling exponent {exponent:.1f}; "
      f"probability per Bloch period {np.exp(-exponent):.1e}")
print("checks complete")
```

It prints:

```
cell length 8.0 bohr; k points 8; plane waves per k 25
soft length 0.8 bohr; projector width 1.0 bohr; exchange C 0.3 a.u.
plane-wave cutoff 48.19 Ha
field 0.0010 a.u. = 5.142 MV/cm
enthalpy at minimum 0.16117555 Ha
smallest rise under random orbital changes 9.66e-07 Ha
dipole per cell, zero field 0.154902 e bohr
dipole per cell, in field 0.177010 e bohr
ION 1: core charge 2 e, position 0.0 bohr, projector 0.3 a.u.
  zero-field force -0.00894801 Ha/bohr
  same expression, field orbitals -0.01113949 Ha/bohr
  core charge times field 0.00200000 Ha/bohr
  force by formula -0.00913949 Ha/bohr = -0.46997 eV/angstrom
  minus slope of minimum -0.00913949 Ha/bohr
  Born charge from dipole -0.19017 e; from force -0.19017 e
  force if Born charge is used wrongly -0.01132966 Ha/bohr
ION 2: core charge 1 e, position 3.2 bohr, projector -0.2 a.u.
  zero-field force -0.06846800 Ha/bohr
  same expression, field orbitals -0.06950977 Ha/bohr
  core charge times field 0.00100000 Ha/bohr
  force by formula -0.06850977 Ha/bohr = -3.52291 eV/angstrom
  minus slope of minimum -0.06850978 Ha/bohr
  Born charge from dipole -0.05287 e; from force -0.05287 e
  force if Born charge is used wrongly -0.06956264 Ha/bohr
ION 3: core charge 1 e, position 4.4 bohr, projector 0.1 a.u.
  zero-field force 0.07741600 Ha/bohr
  same expression, field orbitals 0.07664926 Ha/bohr
  core charge times field 0.00100000 Ha/bohr
  force by formula 0.07764926 Ha/bohr = 3.99289 eV/angstrom
  minus slope of minimum 0.07764927 Ha/bohr
  Born charge from dipole 0.24304 e; from force 0.24304 e
  force if Born charge is used wrongly 0.07689230 Ha/bohr
largest formula-slope difference 1.6e-09 Ha/bohr
sum of forces without core term -0.00400000 Ha/bohr
sum of forces with core term -1.6e-11 Ha/bohr
coarse cutoff 6.25 Ha
coarse ion 2 force: formula -0.06799183, slope -0.06799183 Ha/bohr
largest force shift, cutoff to 83.97 Ha: 6.8e-09 Ha/bohr
largest force shift, 8 to 16 k points: 7.2e-07 Ha/bohr
MOVING GAUSSIAN BASIS, ION 2 (exponents 0.4 and 1.5 bohr^-2)
  explicit dipole derivative -1.13877 e
  explicit Berry-phase force -0.00113877 Ha/bohr
  force without Berry term -0.05089082 Ha/bohr
  force with Berry term -0.05202959 Ha/bohr
  minus slope of minimum -0.05202963 Ha/bohr
band gap 0.30824 Ha = 8.388 eV
field energy over mesh length 0.06400 Ha
two-band tunnelling exponent 97.7; probability per Bloch period 3.6e-43
checks complete
```
